# Square-Root Gain Saturation in a Broad Inhomogeneous Distribution of Lorentzian Emitters

An erbium-doped silica waveguide, modelled at 20 K, carries 17.7 µW at 1530 nm. Ions exactly in resonance with this signal have lost three quarters of their inversion, yet the gain of the signal has fallen by only about half, from about 0.14 to 0.07 dB/cm. If every ion were exactly in resonance with the signal, the gain would have dropped to one quarter. The difference comes from ions whose resonances lie beside the signal frequency.

**The saturated response of one class**

Let a steady travelling wave have frequency \(\nu\) and intensity \(I\). Emitters with resonance frequency \(\nu'\) form a class. All classes have the same lifetimes, transition strength and pumping, and no excitation passes between them. For one emitter let \(n_2\) and \(n_1\) be the upper and lower populations, \(w=n_2-n_1\) the inversion and \(w_0\) its value without the signal. The inversion relaxes with time \(T_1\) and the dipole with time \(T_2\). Write \(\Delta=2\pi(\nu-\nu')\) for the detuning, \(\Omega\) for the Rabi frequency, and \(u,v\) for the dipole components in phase and in quadrature with the field. In the rotating-wave approximation the Bloch equations are

\[
\dot u=-\frac{u}{T_2}-\Delta v,\qquad
\dot v=-\frac{v}{T_2}+\Delta u+\Omega w,\qquad
\dot w=-\frac{w-w_0}{T_1}-\Omega v. \tag{1}
\]

In the steady state the first equation gives \(u=-\Delta T_2v\). Substitution in the second, followed by multiplication by \(T_2\), gives

\[
v(1+\Delta^2T_2^2)=\Omega T_2w .
\]

Define

\[
\Delta\nu_h=\frac{1}{\pi T_2},\qquad
x=\Delta T_2=\frac{2(\nu-\nu')}{\Delta\nu_h},\qquad
L=\frac{1}{1+x^2}. \tag{2}
\]

The Lorentzian \(L\) falls to one half at \(x=\pm1\), so \(\Delta\nu_h\) is the full width at half maximum of the unsaturated homogeneous line. The quadrature dipole is \(v=\Omega T_2Lw\). The third equation of (1) gives \(w=w_0-\Omega T_1v\), and hence

\[
w=\frac{w_0}{1+sL},\qquad s=\Omega^2T_1T_2. \tag{3}
\]

To express \(s\) through intensity, look at the term \(-\Omega v\) in \(\dot w\). One net stimulated emission lowers \(n_2\) by one and raises \(n_1\) by one, so it lowers \(w\) by two. The net emission rate per emitter is therefore

\[
\frac{\Omega v}{2}=\frac{\Omega^2T_2}{2}\,Lw
\equiv\frac{\sigma_0I}{h\nu}\,Lw, \tag{4}
\]

which defines the peak cross-section \(\sigma_0\). It is independent of intensity because \(\Omega^2\propto I\). Comparing the two forms gives \(\Omega^2T_2=2\sigma_0I/(h\nu)\), and (3) becomes

\[
s=\frac{I}{I_{\rm sat}},\qquad
I_{\rm sat}=\frac{h\nu}{2\sigma_0T_1}. \tag{5}
\]

At \(s=1\) the inversion of the resonant class is halved. This is the meaning of \(I_{\rm sat}\) throughout.

Erbium pumped through a higher level fits this description if that level empties quickly, so that \(n_1+n_2=1\). Let \(W_p\) be the pump rate, \(\tau\) the lifetime of the upper laser level, and \(W=\sigma_0LI/(h\nu)\). Then \(\dot n_2=W_pn_1-n_2/\tau-Ww\). Since \(\dot w=2\dot n_2\), \(n_1=(1-w)/2\) and \(n_2=(1+w)/2\),

\[
\dot w=\left(W_p-\frac1\tau\right)-\left(W_p+\frac1\tau\right)w-2Ww.
\]

Comparison with relaxation towards \(w_0\) at rate \(1/T_1\) gives

\[
\frac1{T_1}=W_p+\frac1\tau,\qquad
w_0=\frac{W_p\tau-1}{W_p\tau+1}. \tag{6}
\]

**Summing over the classes**

Let \(N\) be the emitter density and \(p(\nu')\) the normalised distribution of resonance frequencies. Each net emission adds energy \(h\nu\) to the wave. Multiplying (4) by \(Nh\nu\), summing over classes and dividing by \(I\) gives the intensity gain

\[
g=N\sigma_0\int p(\nu')Lw\,d\nu'
=Nw_0\sigma_0\int\frac{p(\nu')\,d\nu'}{1+s+x^2}. \tag{7}
\]

The second form uses \(L/(1+sL)=1/(1/L+s)=1/(1+s+x^2)\).

Put \(b=\sqrt{1+s}\). Suppose that \(p\) is nearly constant over many widths \(b\,\Delta\nu_h\) around the signal, and nowhere so much larger that the far wings of the Lorentzian contribute appreciably. It can then be taken outside the integral at \(\nu'=\nu\). The frequency element becomes \((\Delta\nu_h/2)\,dx\); the reversal of direction between \(\nu'\) and \(x\) is absorbed by exchanging the limits. With \(x=bt\),

\[
\int_{-\infty}^{\infty}\frac{dx}{b^2+x^2}
=\frac1b\int_{-\infty}^{\infty}\frac{dt}{1+t^2}=\frac{\pi}{b}. \tag{8}
\]

The result is

\[
g=\frac{g_0}{\sqrt{1+s}},\qquad
g_0=\frac{\pi}{2}Nw_0\sigma_0\,p(\nu)\,\Delta\nu_h. \tag{9}
\]

The integrand in (7) shows how the exponent arises. Its peak, the contribution of resonant emitters, falls as \(1/(1+s)\). Its full width grows as \(\Delta\nu_h\sqrt{1+s}\). The product of height and width varies as \(1/\sqrt{1+s}\). At \(s=3\) the height is one quarter and the width is doubled, which leaves one half.

The inversion shows the same broadening. From (3), the missing fraction is

\[
1-\frac{w}{w_0}=\frac{sL}{1+sL}=\frac{s}{1+s+x^2}. \tag{10}
\]

This is a hole of depth \(s/(1+s)\), which reaches half depth at \(x^2=1+s\). For \(s=3\) and a homogeneous width of 0.1 nm, the depth is 0.75 and the full width 0.200 nm.

Under these two conditions the result does not rest on a particular shape of \(p\). As a test, Bloch solutions were summed over a hyperbolic-secant distribution with a scale of 1000 homogeneous half-widths, its centre displaced from the signal by 200 half-widths. The gain ratio agreed with (9) to within 1% at \(s=1,3,8\) and 99.

**How broad the distribution must be**

A Gaussian distribution centred on the signal, with full width \(\Delta\nu_i\) at half maximum, makes the condition quantitative. Its peak value is \(p(\nu)=(2/\Delta\nu_i)\sqrt{\ln2/\pi}\), and in terms of \(x\)

\[
\frac{p(\nu')}{p(\nu)}=e^{-a^2x^2},\qquad
a=\sqrt{\ln2}\,\frac{\Delta\nu_h}{\Delta\nu_i}. \tag{11}
\]

Equation (7) is now \(g=g_0J/\pi\), where \(g_0\) still denotes the broad-limit value in (9) and

\[
J=\int_{-\infty}^{\infty}\frac{e^{-a^2x^2}}{b^2+x^2}\,dx.
\]

Write \(1/(b^2+x^2)=\int_0^\infty e^{-t(b^2+x^2)}dt\) and do the Gaussian integral over \(x\) first. Then set \(t+a^2=y^2/b^2\), so that \(dt=2y\,dy/b^2\):

\[
J=\int_0^\infty e^{-tb^2}\sqrt{\frac{\pi}{t+a^2}}\,dt
=\frac{2\sqrt\pi}{b}e^{a^2b^2}\int_{ab}^{\infty}e^{-y^2}dy .
\]

With the complementary error function \(\operatorname{erfc}z=(2/\sqrt\pi)\int_z^\infty e^{-y^2}dy\), this gives

\[
g=\frac{g_0}{b}F(ab),\qquad F(z)=e^{z^2}\operatorname{erfc}z. \tag{12}
\]

Bounds on \(F\) follow directly from \(J\). Since \(e^{-a^2x^2}\le1\), equation (8) gives \(J\le\pi/b\). The deficit is

\[
\frac{\pi}{b}-J=\int_{-\infty}^{\infty}\frac{1-e^{-a^2x^2}}{b^2+x^2}dx
\le\int_{-\infty}^{\infty}\frac{1-e^{-a^2x^2}}{x^2}dx
=2a^2\int_{-\infty}^{\infty}e^{-a^2x^2}dx=2a\sqrt\pi .
\]

The first equality in the chain after the inequality is an integration by parts; its boundary terms vanish. Thus

\[
1-\frac{2ab}{\sqrt\pi}\le F(ab)\le1. \tag{13}
\]

The square-root law therefore holds when \(a\sqrt{1+s}\ll1\). A large ratio \(\Delta\nu_i/\Delta\nu_h\) is not sufficient at arbitrary intensity, because the signal broadens the band from which it draws power.

In the opposite limit, \(ab\gg1\), the Gaussian cuts off the integrand of \(J\) at \(|x|\) of order \(1/a\), well below \(b\). The denominator is then nearly \(b^2\), so \(J\simeq\sqrt\pi/(ab^2)\). Inserting \(p(\nu)\) in (9) gives \(g_0=\sqrt\pi\,aNw_0\sigma_0\), and therefore

\[
g\simeq\frac{Nw_0\sigma_0}{1+s}\qquad(a\sqrt{1+s}\gg1). \tag{14}
\]

The power-broadened line now covers the whole distribution, and the gain saturates as that of a homogeneous medium. The scale of the change is \(s\sim1/a^2\).

**Cross-section and small-signal gain**

The example needs \(\sigma_0\), which follows from the spontaneous emission rate \(A\) of the line. Emission into a mode holding \(q\) photons is proportional to \(q+1\), so one photon in every mode would stimulate emission at the total rate \(A\). In a medium of refractive index \(n\), with dispersion neglected, there are \(8\pi n^3\nu^2/c^3\) modes per unit volume and frequency. Multiplication by the speed \(c/n\) gives a photon flux per unit frequency of \(8\pi n^2/\lambda^2\), where \(\lambda=c/\nu\). Hence

\[
A=\frac{8\pi n^2}{\lambda^2}\int\sigma_0L\,d\nu
=\frac{8\pi n^2}{\lambda^2}\,\frac{\pi\sigma_0\Delta\nu_h}{2},
\qquad
\sigma_0=\frac{\lambda^2A}{4\pi^2n^2\Delta\nu_h}. \tag{15}
\]

Here \(\sigma_0\) is an average over dipole orientation, and \(\lambda\) is taken as constant across the narrow line. Equations (9) and (15) give

\[
g_0=\frac{Nw_0\lambda^2A\,p(\nu)}{8\pi n^2}. \tag{16}
\]

At fixed \(A\), \(w_0\) and \(p(\nu)\), a narrower homogeneous line leaves the broad-limit gain unchanged: fewer ions are in resonance, but each has a larger cross-section. The saturation intensity does change. By (5) and (15), it is proportional to \(\Delta\nu_h\) at fixed \(T_1\).

**Erbium in cooled silica**

Take rough values for the material: \(n=1.45\), \(\tau=10\) ms, homogeneous width 0.1 nm (12.81 GHz) and inhomogeneous width 10 nm (1.281 THz). A fraction 0.2 of the decay is assigned to the line, so \(A=0.2/(10\ {\rm ms})=20\ {\rm s^{-1}}\). With \(W_p=300\ {\rm s^{-1}}\), \(W_p\tau=3\), and (6) gives \(w_0=2/4=0.50\) and \(T_1=1/400\) s = 2.50 ms.

Equation (15) gives \(\sigma_0=4.40\times10^{-19}\ {\rm cm^2}\). The photon energy is 0.8104 eV, or \(1.298\times10^{-19}\) J, so

\[
I_{\rm sat}=\frac{1.298\times10^{-19}\ {\rm J}}
{2(4.40\times10^{-19}\ {\rm cm^2})(2.50\times10^{-3}\ {\rm s})}
\simeq59\ {\rm W/cm^2}.
\]

Over a mode area of 10 µm² this is a saturation power of 5.90 µW. The 17.7 µW of the opening is three times as large, hence \(s=3\).

For \(N=10^{19}\ {\rm cm^{-3}}\) and \(p(\nu)=0.7336\) per THz, (9) gives

\[
g_0=\frac{\pi}{2}(10^{19})(0.50)(4.40\times10^{-19})(0.7336)(0.01281)\ {\rm cm^{-1}}
\simeq0.0325\ {\rm cm^{-1}},
\]

or 0.141 dB/cm. The law halves this at \(s=3\).

The width parameter is \(a=0.00833\). Relative to its own small-signal value, the Gaussian gain at \(s=3\) is 0.495, about 0.9% below the law's 0.5. At \(s=99\) it is 0.092 instead of 0.100, a departure of about 8%. The scale \(1/a^2\simeq1.4\times10^4\) lies far above both intensities, but expanding (12) for small \(z\) gives \(F(z)\simeq1-2z/\sqrt\pi\). Here \(z=a\sqrt{1+s}\), and \(z=a\) for a weak signal, so the departure relative to the small-signal value is about \(2a(\sqrt{1+s}-1)/\sqrt\pi\). It is of first order in \(a\) and appears well before the change of regime.

**Growth along an amplifier**

With constant pumping and no propagation loss, \(ds/dz=g_0s/\sqrt{1+s}\). Use \(s=b^2-1\) and \(ds=2b\,db\) to separate the variables:

\[
g_0\,dz=\frac{2b^2}{b^2-1}\,db
=\left(2+\frac1{b-1}-\frac1{b+1}\right)db .
\]

Integration over a length \(\ell\) gives

\[
\left[\,2b+\ln\frac{b-1}{b+1}\,\right]_{\rm in}^{\rm out}=g_0\ell. \tag{17}
\]

For 5.0 µW entering a one-metre waveguide, \(s_{\rm in}=0.848\) and \(b_{\rm in}=1.359\). The bracket is \(2.719-1.882=0.837\) at the input. Adding \(g_0\ell=3.25\) gives 4.087 at the output, whose solution is \(b_{\rm out}=2.472\), or \(s_{\rm out}=5.11\). The output is 30.1 µW and the gain 7.80 dB, against 14.11 dB for a weak signal. These are broad-limit values; with the finite Gaussian width, (12) gives 29.5 µW, 7.70 dB and 13.98 dB. A homogeneous medium with the same \(g_0\), \(I_{\rm sat}\), length and input would deliver 17.0 µW, a gain of 5.30 dB.

For \(s\gg1\) within the broad limit, \(ds/dz\simeq g_0\sqrt s\), so \(d\sqrt s/dz\simeq g_0/2\) and the square root of the power grows linearly with distance. The power itself grows quadratically once it far exceeds its starting value. In the homogeneous medium \(ds/dz\simeq g_0\), and growth is linear. The quadratic growth draws on ions farther from resonance and fades gradually as (14) is approached. For the example, (12) gives a local exponent \(-d\ln g/d\ln s\) of 0.54 at \(s=100\), 0.63 at \(s=1000\) and 0.82 at \(s=1/a^2\), so the growth is only approximately quadratic.

**Where a real amplifier departs from the model**

The parameters describe the regime of a cooled erbium-doped silica waveguide, not a measured device. Equal pumping of all ions is an idealisation. If the pump transition also has a narrow homogeneous line at 20 K, the pump spectrum must cover its inhomogeneous width; otherwise many ions stay unexcited and absorb the signal. Constant pumping along the guide is a further idealisation. The mode holds \(10^{14}\) ions over one metre, a quarter of them in the lower level when there is no signal. At \(W_p=300\ {\rm s^{-1}}\) they absorb about 1.5 mW at a pump wavelength of 980 nm, so a pump of a few milliwatts would weaken noticeably along the way. A one-metre path on a chip has to be coiled or folded, and the chosen concentration is low for a compact amplifier. Temperature matters through the homogeneous width. With \(s=3\) and the inhomogeneous width held at 10 nm, rough homogeneous widths of 1 nm at 77 K and 10 nm at 300 K give gain ratios of 0.458 and 0.310. The room-temperature value is closer to the homogeneous 0.25 than to 0.5. This compares equal \(s\), not equal power: by (5) and (15), at fixed \(A\) and \(T_1\), reaching \(s=3\) takes ten times the 20 K power at 77 K and a hundred times at 300 K. Overlap of further Stark lines is omitted from this comparison. Lines that start from a level 6 meV above the lowest are weighted at 20 K by a Boltzmann factor of 0.03. Emission that ends on such a nearly empty level of the ground manifold is not suppressed by cooling. With the same \(A\) and width it would add about 4% to the small-signal gain at 1530 nm for a 6 meV gap, and about 30% for a 4 meV gap.

Two kinds of averaging also matter at 20 K. If each ion is a single linear dipole at angle \(\theta\) to the field, its cross-section is \(3\sigma_0\cos^2\theta\). With \(c=\cos\theta\) and equal pumping of all orientations, averaging the broad-limit gain over directions gives

\[
\frac{g}{g_0}=\int_0^1\frac{3c^2\,dc}{\sqrt{1+3c^2s}}=0.426
\qquad(s=3).
\]

For a Gaussian mode in uniformly doped glass, let \(s\) denote power divided by effective area \((\int I\,dS)^2/\int I^2dS\), in units of \(I_{\rm sat}\). The peak value is then \(2s\), and weighting the local gain by intensity gives

\[
\frac{g}{g_0}=\int_0^\infty\frac{e^{-q}\,dq}{\sqrt{1+2s\,e^{-q}}}
=\frac{\sqrt{1+2s}-1}{s}=0.549\qquad(s=3).
\]

These estimates treat each effect separately.

Migration of excitation between ions refills the hole. Estimate the hopping rate as \(C/R^6\), where \(C\) is a transfer constant and \(R\) is the radius of a sphere that holds one ion on average, \(4\pi R^3N/3=1\). Let each hop lead to a random class. At a given hopping rate this overstates the refilling at 20 K, where resonant transfer favours ions of nearly the same frequency. The rate itself may be underestimated, because randomly placed ions often have neighbours closer than \(R\). For a rough \(C=10^{-39}\ {\rm cm^6/s}\), the rate is 1.75 s⁻¹ at \(10^{19}\ {\rm cm^{-3}}\), and the gain ratio at \(s=3\) barely changes. At \(10^{20}\ {\rm cm^{-3}}\) the rate is 175 s⁻¹, comparable with \(1/T_1=400\ {\rm s^{-1}}\), and the ratio rises to 0.561. This estimate leaves out cooperative upconversion, in which one excited ion passes its energy to another; it too grows with concentration, and it lowers the inversion. Propagation loss of 1 dB/m would lower the amplifier output from about 30 to 25 µW. Amplified spontaneous emission on the signal line, estimated from the unsaturated gain, saturates an ion at the output as a signal of \(s\simeq0.03\) would. This counts only the line that carries 0.2 of the decay. Lines ending on nearly empty Stark levels have gain set by \(n_2=0.75\) rather than \(w_0=0.5\). One with the same \(A\) and width would reach 21 dB over the metre and, by the same unsaturated estimate, lower the inversion of ions at its centre by about 15% at the output. The numerical output below lists most of these estimates with their inputs.

## Calculated quantities

```
s | summed Bloch, flat | 1/sqrt(1+s) | example Gaussian | 1/(1+s)
1 | 0.70711 | 0.70711 | 0.70438 | 0.50000
3 | 0.50000 | 0.50000 | 0.49536 | 0.25000
8 | 0.33333 | 0.33333 | 0.32719 | 0.11111
99 | 0.10000 | 0.10000 | 0.09212 | 0.01000
wavelength 1530 nm, index 1.45
temperature 20 K
homogeneous width 0.1 nm = 12.81 GHz
inhomogeneous width 10 nm = 1.281 THz
lifetime 10 ms, line branching 0.2
line spontaneous rate A 20 1/s
pump rate 300 1/s, T1 2.50 ms, T2 24.9 ps
unsaturated inversion w0 0.50
erbium density 1e+19 cm^-3
peak cross-section 4.404e-19 cm2
photon energy 0.8104 eV
saturation intensity 59.0 W/cm2
mode area 10 um2, saturation power 5.90 uW
peak of distribution p 0.7336 per THz
width parameter a 0.00833, 1/a^2 14427
g0 broad limit 0.03250 1/cm = 0.1411 dB/cm
g0 summed over Gaussian 0.03219 1/cm
at s=3: power 17.7 uW
at s=3: gain by the law 0.0706 dB/cm
at s=3: hole depth 0.750, width 0.200 nm
amplifier length 1 m, input 5.0 uW, s_in 0.848
small-signal gain of amplifier 14.11 dB
output, square-root law: s 5.113, 30.14 uW, gain 7.80 dB
output, homogeneous law: s 2.876, 16.96 uW, gain 5.30 dB
output, finite Gaussian width: s 4.998, 29.47 uW, gain 7.70 dB
output, law with 1 dB/m loss: s 4.299, 25.35 uW, gain 7.05 dB
Neglected effects: gain ratio at s=3 (law gives 0.5)
  width 0.1 nm (rough, 20 K): 0.4954
  width 1.0 nm (rough, 77 K): 0.4584
  width 10.0 nm (rough, 300 K): 0.3101
  migration at 1e+19 cm^-3, 1.75 1/s: 0.4961
  migration at 1e+20 cm^-3, 175.46 1/s: 0.5611
  transfer constant used 1e-39 cm^6/s
  random linear dipoles: 0.4260
  Gaussian mode, uniform doping: 0.5486
pump level of 10 us: inversion shift at s=3 -0.131 %
spontaneous emission at output: equivalent s 0.0329
kT 1.723 meV, Stark gap 6 meV, Boltzmann factor 0.0308
```
